# Radiative Recombination into Dirac 1s: Detailed Balance and Forward Spin-Flip Emission

A bare thallium nucleus captures an electron of kinetic energy 8000 hartree into its 1s state and emits one photon. At 30° from the electron's direction, captures that reverse the spin projection supply 2.7% of the emission. At 0° they supply all of it: $3.09\times10^{-9}\,a_0^2$/sr, against a computed non-flip value near $10^{-39}$, which is rounding noise around zero. Yet flips make up only 10% of all captures.

Two results are derived here, each in two ways. Recombination and photoionization obey

$$\frac{d\sigma_{RR}}{d\Omega}(\theta)=\frac{2k^2}{p^2}\,\frac{d\sigma_{PI}}{d\Omega}(\theta), \tag{1}$$

and emission at $\theta=0$ requires a spin flip. It is tempting to call the forward transitions magnetic. That is right if it means only that the electron's spin must take part, but wrong if it means radiation by magnetic multipoles alone, as the second derivation shows.

## Setting and golden rule

Hartree atomic units are used, with $c=1/\alpha$. The nucleus is a fixed point charge $Z$. Recoil, nuclear size and radiative corrections are left out, and the photon coupling is taken to first order. The electron has momentum $\mathbf p$, total energy $E$ including $c^2$, and spin projection $m$; the photon has momentum $\mathbf k$, energy $\omega=ck$ and helicity $\lambda=\pm1$. The angle between $\mathbf p$ and $\mathbf k$ is $\theta$. The 1s state has total angular momentum projection $\mu=\pm\frac12$. This is what "spin" means for a Dirac bound state, whose small components contain both spin directions. A flip is $\mu=-m$, with projections taken along $\mathbf p$.

The amplitudes are

$$M=\langle\psi^-_{\mathbf pm}|\boldsymbol\alpha\cdot\boldsymbol\epsilon\,e^{i\mathbf k\cdot\mathbf r}|1s\,\mu\rangle,\qquad
M'=\langle1s\,\mu|\boldsymbol\alpha\cdot\boldsymbol\epsilon^*e^{-i\mathbf k\cdot\mathbf r}|\psi^+_{\mathbf pm}\rangle$$

for ionization and recombination. Here $\psi^+$ is a Coulomb-distorted plane wave plus outgoing spherical waves, $\psi^-$ has incoming ones, and both have unit density far away.

One photon in unit volume has field amplitude $c\sqrt{2\pi/\omega}$, which multiplies $M$ or $M'$. From $E^2=c^2p^2+c^4$ follows $E\,dE=c^2p\,dp$, so the electron has $p^2dp/[(2\pi)^3dE]=pE/(8\pi^3c^2)$ final states per energy and solid angle. Dividing the ionization rate by the photon flux $c$ gives

$$\frac{d\sigma_{PI}}{d\Omega}=\frac{2\pi}{c}\,\frac{2\pi c^2}{\omega}\,\frac{pE}{8\pi^3c^2}|M|^2=\frac{pE}{2\pi\omega c}|M|^2 .$$

For recombination the photon has $\omega^2/(8\pi^3c^3)$ final states, and the incident flux is the speed $pc^2/E$:

$$\frac{d\sigma_{RR}}{d\Omega}=\frac{E}{pc^2}\,2\pi\,\frac{2\pi c^2}{\omega}\,\frac{\omega^2}{8\pi^3c^3}|M'|^2=\frac{\omega E}{2\pi c^3p}|M'|^2 .$$

If $|M'|=|M|$, their ratio is $\omega^2/(c^2p^2)=k^2/p^2$. Now average over initial and sum over final states. Recombination into an empty shell carries $\frac12\sum_{m\mu\lambda}$, because only the electron spin is averaged. Ionization of one 1s electron carries $\frac14\sum_{m\mu\lambda}$, because $\mu$ and $\lambda$ are both averaged. The quotient of the weights is 2, which gives (1). What remains is to prove $|M'|=|M|$ and to find which amplitudes survive at $\theta=0$.

## First derivation: symmetry

Time reversal $\Theta$ is antiunitary, $\langle\Theta a|\Theta b\rangle=\langle b|a\rangle$. For any operator $O$,

$$\langle a|O|b\rangle=\langle O^\dagger a|b\rangle=\langle\Theta b|\Theta O^\dagger\Theta^{-1}|\Theta a\rangle .$$

Take $O=\boldsymbol\alpha\cdot\boldsymbol\epsilon^*e^{-i\mathbf k\cdot\mathbf r}$, so that $O^\dagger=\boldsymbol\alpha\cdot\boldsymbol\epsilon\,e^{i\mathbf k\cdot\mathbf r}$. Since $c\boldsymbol\alpha$ is the velocity, $\Theta$ reverses it; it also conjugates complex numbers. Hence

$$\Theta O^\dagger\Theta^{-1}=-\boldsymbol\alpha\cdot\boldsymbol\epsilon^*e^{-i\mathbf k\cdot\mathbf r}.$$

This absorbs a photon of momentum $-\mathbf k$ and polarization $\boldsymbol\epsilon^*$. Conjugation reverses the sense of rotation about $\mathbf k$, and so preserves it about $-\mathbf k$: the helicity is still $\lambda$. The Dirac-Coulomb Hamiltonian is invariant under $\Theta$, which turns outgoing spherical waves into incoming ones and reverses momenta and projections. Up to a phase,

$$M'=\langle\psi^-_{-\mathbf p,-m}|\boldsymbol\alpha\cdot\boldsymbol\epsilon^*e^{-i\mathbf k\cdot\mathbf r}|1s,-\mu\rangle .$$

Now rotate everything by 180° about the normal to the plane of $\mathbf p$ and $\mathbf k$. This restores both momenta, and it also restores projections on any axis in that plane. The result is $M$ up to a phase, so $|M'|=|M|$ for each set of labels, and (1) is proved.

For forward emission, put $\mathbf p$ and $\mathbf k$ along $z$. The distorted wave is generated from a plane wave with spin projection $m$ by a rotation-invariant Hamiltonian, so it has $J_z=m$; motion along $z$ carries no orbital projection. A photon along $z$ has $J_z=\lambda$. Conservation requires

$$m=\lambda+\mu .$$

For $m=\frac12$, helicity $+1$ gives $\mu=-\frac12$, while helicity $-1$ would need $\mu=\frac32$, absent from 1s. For $m=-\frac12$ the signs reverse. Only flips survive. At 180° the photon has $J_z=-\lambda$ and the conclusion is the same. No expansion in $Z\alpha$ or in $kr$ was made.

This also shows what spin supplies. A spinless electron has $J_z=0$ before and after capture into an s state, so it cannot provide the photon's unit. Forward emission therefore needs an interaction that acts on the spin.

Away from the axis, a non-flip capture has $m-\mu=0$ along $\mathbf p$. The amplitude for a photon multipole of order $L$ with zero projection along $\mathbf p$ to appear at $\theta$ with helicity $\pm1$ is proportional to $P_L^1(\cos\theta)$, which contains a factor $\sin\theta$. The non-flip cross section thus grows as $\theta^2$ near the axis, and a detector of finite aperture at 0° receives some of it.

## Second derivation: explicit partial waves

### Waves and the equality of amplitudes

Let $l=\kappa$ for $\kappa>0$ and $l=-\kappa-1$ for $\kappa<0$, and let $\bar l$ be the same function of $-\kappa$. Partial-wave spinors are $(P\,\Omega_{\kappa\mu},\,iQ\,\Omega_{-\kappa\mu})/r$ with real $P,Q$ that are regular at the origin and obey, with $V=-Z/r$,

$$P'=-\frac{\kappa}{r}P+\frac{E+c^2-V}{c}Q,\qquad Q'=\frac{\kappa}{r}Q-\frac{E-c^2-V}{c}P. \tag{2}$$

The spherical spinors couple $Y_{l,\mu\mp1/2}$ to spin up and down. Their components have coefficients $\sqrt{(l+\mu+\frac12)/(2l+1)}$ and $\sqrt{(l-\mu+\frac12)/(2l+1)}$ for $\kappa<0$. For $\kappa>0$ they are $-\sqrt{(l-\mu+\frac12)/(2l+1)}$ and $\sqrt{(l+\mu+\frac12)/(2l+1)}$. With these phases $\sigma_r\Omega_{\kappa\mu}=-\Omega_{-\kappa\mu}$.

For each $l$ the spinors are complete in angle and spin, so

$$e^{i\mathbf p\cdot\mathbf r}\chi_m=4\pi\sum_{\kappa\mu}i^lj_l(pr)\,\Omega_{\kappa\mu}(\hat r)\,[\Omega_{\kappa\mu}(\hat p)]_m^* .$$

The nucleus changes $pr\,j_l$ into $P$, which tends to $\sqrt{(E+c^2)/2E}\,\sin(X+\Delta_\kappa)$ with $X=pr+\nu\ln2pr-l\pi/2$ and $\nu=ZE/(c^2p)$. Since

$$e^{i\Delta}\sin(X+\Delta)=\frac{e^{i(X+2\Delta)}-e^{-iX}}{2i},$$

the factor $e^{i\Delta}$ leaves the incoming part unshifted, as $\psi^+$ requires; $e^{-i\Delta}$ does so for the outgoing part. Therefore

$$\psi^\pm_{\mathbf pm}=\frac{4\pi}{pr}\sum_{\kappa\mu}i^le^{\pm i\Delta_\kappa}[\Omega_{\kappa\mu}(\hat p)]_m^*\binom{P\,\Omega_{\kappa\mu}}{iQ\,\Omega_{-\kappa\mu}} .$$

Put $\mathbf k$ along $z$ for the moment, with $\mathbf p$ in the $xz$ plane and projections along $z$. Let $t_\kappa$ be the absorption amplitude from 1s into one partial wave. Then

$$M=\frac{4\pi}{p}\sum_\kappa(-i)^le^{i\Delta_\kappa}[\Omega_{\kappa\mu'}(\hat p)]_m\,t_\kappa,\qquad \mu'=\mu+\lambda ,$$

and $M'^*$ is the same sum with $e^{-i\Delta_\kappa}$. For $\lambda=1$, $\boldsymbol\sigma\cdot\boldsymbol\epsilon=-\sqrt2\,\sigma_+$. With $u=\cos\vartheta$ and angular functions at azimuth zero,

$$t_\kappa=-2\sqrt2\,\pi i\!\int\!dr\,du\,e^{ikru}\left[PQ_0\,\Omega_{\kappa\mu'}^{\uparrow}\Omega_{1\mu}^{\downarrow}-QP_0\,\Omega_{-\kappa\mu'}^{\uparrow}\Omega_{-1\mu}^{\downarrow}\right],$$

where $P_0,Q_0$ belong to 1s. The bracket is real. In each product both harmonics have the same azimuthal number, so under $u\to-u$ the products acquire $(-1)^{l+1}$ and $(-1)^{\bar l}$, which are equal. For odd $l$ only $\cos kru$ survives and $t_\kappa$ is imaginary; for even $l$ only $i\sin kru$ survives and $t_\kappa$ is real. Thus $(-i)^lt_\kappa$ is real for every $\kappa$. Since $\Omega(\hat p)$ is real in the $xz$ plane, the two sums are complex conjugates, so $M'=M$. For $\lambda=-1$ the spin components are interchanged and the parity count is unchanged. This gives (1) again.

### The forward amplitude

Now put both momenta along $z$, with $m=\frac12$. The upper component of $\Omega_{\kappa,1/2}$ is $s\sqrt{|\kappa|/(2l+1)}\,Y_{l0}$, where $s=-\mathrm{sgn}\,\kappa$. As $Y_{l0}(\hat z)=\sqrt{(2l+1)/4\pi}$, each wave enters $\psi^+$ with weight $(\sqrt{4\pi}/p)\,i^le^{i\Delta_\kappa}s\sqrt{|\kappa|}$.

For $\lambda=1$, $\boldsymbol\sigma\cdot\boldsymbol\epsilon^*=-\sqrt2\,\sigma_-$ joins an initial up component, without azimuthal dependence, to a final down component. The 1s angular parts are

$$\Omega_{-1,-\frac12}=Y_{00}\binom01,\qquad \Omega_{1,-\frac12}=Y_{00}\binom{-\sin\vartheta\,e^{-i\varphi}}{\cos\vartheta} .$$

Both down components are free of $\varphi$, so the flip survives. For $\mu=+\frac12$ they are $0$ and $-Y_{00}\sin\vartheta\,e^{i\varphi}$, and the azimuthal integral vanishes. For $\lambda=-1$, $\sigma_+$ joins an initial down component proportional to $e^{i\varphi}$ to a final up component. After conjugation the latter is independent of $\varphi$ for $\mu=\frac12$, and zero or proportional to $e^{i\varphi}$ for $\mu=-\frac12$; all these integrals vanish. The selection rule is recovered term by term.

For the flip, two angular integrals are needed:

$$\int e^{-ikz}Y_{l0}\,d\Omega=\sqrt{4\pi(2l+1)}\,(-i)^lj_l(kr),$$

and the same with an extra $\cos\vartheta$, which replaces $j_l$ by $i\,j_l'$, because $\cos\vartheta\,e^{-ix\cos\vartheta}=i\,\partial_xe^{-ix\cos\vartheta}$. The prime on a Bessel function is the derivative with respect to $kr$. The upper component of $\Omega_{-\kappa}$ has sign $-s$. The term with $P_0\,iQ$ and the term with $-iQ_0P$ become

$$\sqrt2\,i(-i)^{\bar l}s\sqrt{|\kappa|}\,P_0Q\,j_{\bar l}\qquad\text{and}\qquad-\sqrt2\,(-i)^ls\sqrt{|\kappa|}\,Q_0P\,j_l' .$$

Multiply by the weight and use $s^2=1$, $i^l(-i)^l=1$. For $\kappa<0$, $\bar l=l+1$ gives $i\,i^l(-i)^{\bar l}=1$; for $\kappa>0$, $\bar l=l-1$ gives $-1$. This factor is $-\mathrm{sgn}\,\kappa$. Hence

$$M'(0)=-\frac{\sqrt{8\pi}}{p}S,\quad
S=\sum_\kappa|\kappa|e^{i\Delta_\kappa}\!\int_0^\infty\!dr\left[Q_0P\,j_l'+\mathrm{sgn}(\kappa)P_0Q\,j_{\bar l}\right]. \tag{3}$$

Each $m$ has one flip of this strength, so the spin average leaves $|M'(0)|^2$ and

$$\frac{d\sigma_{RR}}{d\Omega}(0)=\frac{\omega E}{2\pi c^3p}\,\frac{8\pi}{p^2}|S|^2=\frac{4\omega E}{c^3p^3}|S|^2. \tag{4}$$

### Electric and magnetic multipoles

The magnetic part of $\boldsymbol\epsilon\,e^{ikz}$ has the form $\mathbf Lg$ with $\mathbf L=-i\mathbf r\times\nabla$ and $g=\sum_Lc_Lj_L(kr)Y_{L1}$. To find $c_L$, apply $\mathbf L\cdot$ to the whole field. Since $\mathbf L\cdot\mathbf A=-i\mathbf r\cdot(\nabla\times\mathbf A)$ and the curl of an electric multipole is tangential, the electric part drops out, leaving $L^2g=\boldsymbol\epsilon\cdot\mathbf L\,e^{ikz}=-L_+e^{ikz}/\sqrt2$. Expanding the exponential and using $L_+Y_{L0}=\sqrt{L(L+1)}\,Y_{L1}$,

$$c_L=-i^L\sqrt{\frac{2\pi(2L+1)}{L(L+1)}} .$$

Emission contains $(\mathbf Lg)^*=-\mathbf Lg^*$. Because $\boldsymbol\sigma\cdot(\mathbf Lg^*)=[\boldsymbol\sigma\cdot\mathbf L,g^*]$ and $\boldsymbol\sigma\cdot\mathbf L\,\Omega_\kappa=-(\kappa+1)\Omega_\kappa$,

$$\langle\Omega_a|\boldsymbol\sigma\cdot(\mathbf Lg)^*|\Omega_b\rangle=(a-b)\langle\Omega_a|g^*|\Omega_b\rangle .$$

The pairs $(a,b)=(-1,-\kappa)$ and $(1,\kappa)$ give factors $\kappa-1$ and $1-\kappa$. Their scalar elements are equal, since $\sigma_r^2=1$ relates them. The angular-radial element is therefore $i(\kappa-1)(P_0Q+Q_0P)\langle\Omega_{-1,-1/2}|g^*|\Omega_{-\kappa,1/2}\rangle$. For $\kappa=1$ the factor $\kappa-1$ removes the term. For every other $\kappa$ the down component of $\Omega_{-\kappa,1/2}$ selects $L=\bar l\ge1$, and inserting its coefficient gives

$$\langle\Omega_{-1,-\frac12}|g^*|\Omega_{-\kappa,\frac12}\rangle=-\frac{(-i)^{\bar l}}{\sqrt{2|\kappa|}}\,j_{\bar l} .$$

With the same weight and phase factor as before, the magnetic part of $S$ is

$$S_M=\sum_\kappa\frac{\kappa-1}{2}\,e^{i\Delta_\kappa}\int_0^\infty dr\,j_{\bar l}\,(P_0Q+Q_0P),\qquad S_E=S-S_M. \tag{5}$$

For $p_{1/2}$, $\kappa=1$, the magnetic part is zero: this wave radiates by E1 and still flips the spin. For $s_{1/2}$ the transition is pure M1, since $j=\frac12\to\frac12$ without parity change admits no electric multipole.

### Why the effect fades for light nuclei

Keep $p/Z$ fixed and let $\zeta=Z/c$ be small. Then $r\sim1/Z$, $kr\sim\zeta$, and (2) gives $Q\approx(P'+\kappa P/r)/2c$, of order $\zeta P$. To leading order the two waves of equal $l$ share $P$ and $\Delta$, up to a common sign of $P$ and $e^{i\Delta}$. With $j_1'\approx\frac13$ and $j_0\approx1$, the $p$ waves contribute

$$\int(Q_0P+P_0Q_1)\,dr=\frac1{2c}\int(P_0P)'\,dr=0,$$

where $Q_1$ is $Q$ for $\kappa=1$; the $\mp P_0P/r$ terms cancel.

The next order, $\zeta^2$, comes from $s$ and $d$ waves. The $s$ wave gives $-\frac k3\int r(Q_0P+P_0Q)dr=\frac k{2c}\int P_0P\,dr=0$, by an integration by parts and orthogonality. For $d$ waves, $j_2'\approx2kr/15$ and $j_1\approx kr/3$ combine to $\frac{2k}3\int r(Q_0P+P_0Q_2)dr=\frac k{3c}\int(rP_0P)'dr=0$.

What remains in $S$ is of order $\zeta^3$, from relativistic changes of the waves and from retardation. The ordinary amplitude at 90° is of order $\zeta$, a velocity divided by $c$. The ratio of cross sections therefore scales as $\zeta^4$, unless the $\zeta^3$ coefficient also vanishes. For model charges $Z=2$ and 4 with $p=Z$, the computed ratios are $8.33\times10^{-9}$ and $1.31\times10^{-7}$, which give a power of 3.98. The coefficient does not vanish there. The fourth power belongs to fixed $p/Z$. At a fixed relativistic energy the fall is slower: at 8000 hartree the ratio is $6.1\times10^{-4}$ for $Z=10$ and $2.4\times10^{-3}$ for $Z=20$, close to a second power.

## The thallium numbers

With $p=139.313$ and $k=84.880$, the factor in (1) is $2(84.880/139.313)^2=0.7424$. The photoionization cross section is $1.242\times10^{-6}\,a_0^2$, so recombination has

$$0.7424\times1.242\times10^{-6}=9.22\times10^{-7}\,a_0^2=25.8\ \text{barn}.$$

The two sides share the radial waves and phases but were otherwise computed separately, recombination by three-dimensional quadrature with $\psi^+$ and ionization by partial waves. They were tested against each other at seven angles and in the total.

For forward emission, $E=8000+c^2=26779$, $\omega=11632$ and $|S|^2=1.724\times10^{-5}$. Equation (4) gives

$$\frac{4(11632)(26779)(1.724\times10^{-5})}{(137.036)^3(139.313)^3}=3.09\times10^{-9}\,a_0^2/\text{sr},$$

or 0.086 barn/sr, in agreement with the direct quadrature. These are point-nucleus values. A uniformly charged nucleus of rms radius 5.48 fm lowers the forward cross section by 0.4%, to $3.08\times10^{-9}\,a_0^2$/sr, and the total by 0.2%; the third digit of the other thallium numbers can shift likewise.

The multipole shares are $|S_E|^2/|S|^2=1.72$ and $|S_M|^2/|S|^2=4.16$, with interference $-4.89$; they add to 1 within rounding. Neither kind accounts for the emission alone, and each would give more than the two together. In the light models the electric share, about 1.9, exceeds the magnetic one, about 0.7, again with destructive interference.

Flips are not confined to the axis. Among the listed angles their cross section is largest at 60°, $1.49\times10^{-8}\,a_0^2$/sr, where the non-flip part is seven times larger. At 150° flips already exceed non-flips, $2.84\times10^{-9}$ against $1.20\times10^{-9}$. What distinguishes 0° and 180° is the absence of the competing channel.

## What each derivation assumes

The symmetry argument needs time-reversal and rotation invariance, but no radial equation, no Coulomb potential and no parity. It explains the forward rule in one line but gives no magnitude. The partial-wave argument uses real radial functions and definite parity, and so replaces time reversal by an explicit statement about phases. In return it gives (3), the multipole content and the light-nucleus limit.

Both use first-order photon coupling in (1) and a final state with $j=\frac12$ in the forward rule. The second condition matters: capture into a $j=\frac32$ state allows $m=\frac12$, $\lambda=-1$, $\mu=\frac32$, so forward emission is no longer tied to $\mu=-m$. For $p_{1/2}$ final states $\mu=-m$ still holds, but the orbital motion can supply the photon's unit, so the spin need not turn and forward emission is not suppressed: for $2p_{1/2}$ with $Z=p=2$ the ratio of the 0° and 90° cross sections is 0.57. Reading $\mu=-m$ as a spin effect requires an s state. A field that breaks axial symmetry about $\mathbf p$ can remove the rule as well. Replacing the point nucleus by another central static charge changes $P$, $Q$ and $\Delta_\kappa$, and hence the numbers, but neither (1) nor the forward rule. The numerical output follows.

## Computed values

```
speed of light c = 137.035999 a.u.
thallium Z = 81, largest |kappa| = 18
electron kinetic energy = 8000.000 hartree
electron momentum p = 139.31291 a.u.
electron speed / c = 0.71291
1s binding energy = 3631.666 hartree
photon energy = 11631.666 hartree = 316.514 keV
photon momentum k = 84.88037 a.u.
Sommerfeld parameter nu = 0.82912
detailed-balance factor 2(k/p)^2 = 0.742441
total PI, one 1s electron = 1.242281e-06 a0^2 = 34.7874 barn
total RR into empty 1s = 9.223200e-07 a0^2 = 25.8276 barn
spin-flip fraction of total RR = 0.102329
angle(deg)  RR flip  RR non-flip  PI   (all a0^2/sr)
   0  3.08770e-09  8.26287e-40  4.15884e-09
  30  7.16780e-09  2.62860e-07  3.63702e-07
  60  1.48857e-08  1.08929e-07  1.66767e-07
  90  7.42492e-09  2.62659e-08  4.53784e-08
 120  3.42147e-09  6.37389e-09  1.31934e-08
 150  2.84106e-09  1.20438e-09  5.44884e-09
 180  2.97981e-09  2.46684e-40  4.01353e-09
RR at 0 deg = 0.086464 barn/sr
largest relative RR-PI balance error = 3.3e-14
forward sum S = -5.405836e-04 -4.117158e-03 i a.u.
electric part = -4.124514e-03 +3.562110e-03 i a.u.
magnetic part = 3.583931e-03 -7.679268e-03 i a.u.
|electric|^2/|S|^2 = 1.72243
|magnetic|^2/|S|^2 = 4.16487
interference/|S|^2 = -4.88730
kappa: |full term|, |magnetic part| of S (a.u.)
 -1: 2.67784e-03, 2.67784e-03
  1: 3.60797e-03, 0.00000e+00
 -2: 7.01830e-03, 2.72683e-03
  2: 7.69277e-03, 5.88530e-04
 -3: 6.00303e-03, 2.93326e-03
change of S without last 3 |kappa| = 4.0e-05
model Z, p=Z: RR(0)/RR(90), PI/Stobbe, |E|^2/|S|^2, |M|^2/|S|^2
 2: 8.33233e-09, 1.000036, 1.85515, 0.68599
 4: 1.31341e-07, 1.000145, 1.89109, 0.70260
power of Z in RR(0)/RR(90) = 3.9785
```
